# Why growth reverses drift-induced bunching of highly permeable steps

A vicinal crystal heated by direct current carries an adatom drift along its surface. Suppose that it sublimates with the drift pointing up the staircase, and that its steps gather into bunches. A deposition flux is now switched on, strong enough to make the crystal grow, while current and temperature are held fixed. If adatoms cross the steps easily, the bunching tendency disappears, and the drift must point down the staircase to restore it. The force on each adatom has not changed, and neither has the law by which steps exchange atoms with the terraces. What has changed is the sign of the net supply: the steps now gain atoms where they lost them before.

## Model and signs

Let \(x\) point down the staircase. Drift velocity \(v>0\) is step-down, and a step advancing in growth has \(V>0\). Terrace \(n\), of width \(l_n=x_{n+1}-x_n\), has step \(n\) at its uphill end and step \(n+1\) at its downhill end. The steps are straight. The adatom density \(c\) is quasi-static: it adjusts before the steps move appreciably. With diffusion coefficient \(D\), deposition flux \(F\) and adatom lifetime \(\tau\),

\[
J=vc-Dc',\qquad -J'+F-c/\tau=0 .
\]

At a step, \(c_-\) and \(c_+\) are the densities on its uphill and downhill sides. Each side exchanges atoms with the step at the same coefficient \(K\), and atoms cross with permeability \(P\):

\[
J_-=K(c_--c_{eq})+P(c_--c_+),\quad J_+=K(c_{eq}-c_+)+P(c_--c_+).
\]

The atoms that arrive and do not leave are built in. With \(\Omega\) the crystal area per atom,

\[
V=\Omega(J_--J_+)=\Omega K(c_-+c_+-2c_{eq}),
\]
\[
\tfrac12(J_-+J_+)=(P+K/2)(c_--c_+). \tag{1}
\]

"Bunching" below means that small disturbances of an equidistant train grow. The shape of mature bunches is a separate question.

## What permeability removes

For \(P\to\infty\) at finite current, (1) forces \(c_-=c_+\). Write \(c=c_{eq}+u\), so that \(J=vc_{eq}+j\) with \(j=vu-Du'\). The large current \(vc_{eq}\) is the same everywhere and passes through every step. It feeds none of them. What remains is

\[
-j'+G-u/\tau=0,\quad j_--j_+=2Ku_n,\quad V_n=2K\Omega u_n, \tag{2}
\]

where \(G=F-c_{eq}/\tau\) is the net supply per area, positive in growth and negative in sublimation. These equations are linear in \(u\), and \(G\) is their only source. For given step positions, \(u\) is therefore proportional to \(G\), and changing \(G\) to \(-G\) reverses every step velocity, however uneven the spacing. If a wide terrace was widening, it now narrows at the same rate. This is the reversal in its most general form. It remains to find which drift direction widens a wide terrace.

## First contribution: the divided terrace

The loss \(u/\tau\) of the excess is now dropped, which requires \(l/(2K\tau)\ll1\) and \(l^2\ll D\tau\). On a terrace of width \(l\) the current is then \(j(x)=j_L+Gx\), with \(x\) measured from the uphill end. Multiplying \(u'-(v/D)u=-j/D\) by \(e^{-vx/D}\) makes the left side a total derivative. Integration from 0 to \(l\), with end values \(u_a\) and \(u_b\) and \(\alpha=vl/D\), gives

\[
u_be^{-\alpha}-u_a=-\frac1D\int_0^l(j_L+Gx)e^{-vx/D}dx .
\]

The two integrals are

\[
\int_0^l e^{-vx/D}dx=\frac{D}{v}(1-e^{-\alpha}),
\]
\[
\int_0^l xe^{-vx/D}dx=l\varphi\,\frac{D}{v}(1-e^{-\alpha}),\quad
\varphi=\frac1\alpha-\frac1{e^\alpha-1}.
\]

Solving for \(j_L\), and using \(j_R=j_L+Gl\), we find

\[
j_L=X-G\varphi l,\quad j_R=X+G(1-\varphi)l,\quad
X=\frac{v(u_a-u_be^{-\alpha})}{1-e^{-\alpha}}. \tag{3}
\]

The terrace sends a fraction \(\varphi\) of its net supply to its uphill end and \(1-\varphi\) to its downhill end. The current \(X\) is an exchange between the two steps. For weak drift \(\varphi\simeq\frac12-\alpha/12\), so step-down drift favours the downhill end.

Fast attachment, \(2K\gg D/l\), isolates this division: \(u_n\) is then so small that \(X\) can be dropped, although \(2Ku_n\) stays finite. Step \(n\) collects from terrace \(n-1\) above it and terrace \(n\) below it:

\[
V_n=\Omega G\left[\frac{l_{n-1}+l_n}{2}+\frac{v}{12D}\left(l_{n-1}^2-l_n^2\right)\right]. \tag{4}
\]

Widen terrace \(n\) alone by a small \(\delta\). It is the lower terrace of step \(n\) and the upper terrace of step \(n+1\), so

\[
\delta V_n=\Omega G\delta\left(\frac12-\frac{vl}{6D}\right),\quad
\delta V_{n+1}=\Omega G\delta\left(\frac12+\frac{vl}{6D}\right),
\]
\[
\frac{dl_n}{dt}=V_{n+1}-V_n=\frac{\Omega Gvl}{3D}\,\delta. \tag{5}
\]

Take step-down drift. In both regimes the downhill step responds more strongly to the extra width.

- In growth a stronger response means a faster advance. The downhill step runs away from the uphill one, and the wide terrace widens further.
- In sublimation it means a faster retreat. The downhill step moves back towards the uphill one, and the wide terrace closes.

With step-up drift the uphill step responds more strongly. In growth it catches up with the downhill step and the terrace closes; in sublimation it retreats faster and the terrace opens. The drift decides which step responds more, and the sign of \(G\) decides which way that response moves it.

## Second contribution: exchange between terraces

At finite \(K\) the excess \(u\) differs from step to step, and \(X\) matters. In a uniform train \(u_0=Gl/(2K)\), and (3) gives \(X=vu_0\), independent of the terrace width. A change of width therefore acts directly on the supply terms alone, and \(X\) changes only through the \(\delta u_n\).

Displace the steps by \(\zeta e^{iqn+\sigma t}\). With the common exponential removed, \(\delta l_n=(e^{iq}-1)\zeta\) and \(\delta l_{n-1}=(1-e^{-iq})\zeta\). Let \(\beta=d(l\varphi)/dl\). Since \(l\varphi=D/v-l/(e^\alpha-1)\),

\[
\beta=-\frac1{e^\alpha-1}+\frac{\alpha e^\alpha}{(e^\alpha-1)^2},\quad
A\equiv1-2\beta=\frac{\sinh\alpha-\alpha}{\cosh\alpha-1}.
\]

The change of supply to step \(n\) is

\[
G\zeta[(1-\beta)(1-e^{-iq})+\beta(e^{iq}-1)]
=G\zeta[A(1-\cos q)+i\sin q].
\]

For the exchange, \(\delta X_n=p\,\delta u_n-m\,\delta u_{n+1}\), with \(p=v/(1-e^{-\alpha})\) and \(m=v/(e^\alpha-1)\). These obey \(p-m=v\) and \(p+m=v\coth(\alpha/2)\), hence

\[
\delta X_{n-1}-\delta X_n=-[(p+m)(1-\cos q)+iv\sin q]\,\delta u_n .
\]

Supply plus exchange must equal \(2K\delta u_n\), and \(\sigma\zeta=2K\Omega\,\delta u_n\). With \(B=2K+v\coth(\alpha/2)(1-\cos q)\),

\[
\sigma=2K\Omega G\,\frac{A(1-\cos q)+i\sin q}{B+iv\sin q},
\]
\[
\operatorname{Re}\sigma=2K\Omega G\,\frac{A(1-\cos q)B+v\sin^2q}{B^2+v^2\sin^2q}. \tag{6}
\]

Here \(B>0\), and \(A\) has the sign of \(v\) because \(\sinh\alpha-\alpha\) has the sign of \(\alpha\). Within this quasi-static model, \(\operatorname{Re}\sigma\) thus has the sign of \(Gv\) for every \(0<q\le\pi\). Step-down drift destabilizes the growing train, and step-up drift the sublimating one.

The term with \(A\) is the divided terrace. The term \(v\sin^2q\) is new, and it has a simple picture. In growth, a region of crowded steps depletes the adatom excess. Step-down drift shifts the depletion downhill, so steps at the downhill edge of the crowd slow down while those at its uphill edge run into it. In sublimation the crowd emits atoms and weakens the undersaturation. Shifted downhill, this slows the retreat at the downhill edge, while the uphill edge retreats faster, and the crowd spreads.

For long waves \(1-\cos q\simeq q^2/2\), and for weak drift \(A\simeq\alpha/3\), so

\[
\operatorname{Re}\sigma\simeq\Omega Gv\,q^2\left[\frac1{2K}+\frac{l}{6D}\right]. \tag{7}
\]

The first term is exchange, the second division. The opposite limit to (4) is slow attachment, \(2K\ll D/l\). Division is then negligible and the important \(q\) are small. Since \(v\coth(\alpha/2)\simeq2D/l\), we have \(B\simeq2K(1+y)\) with \(y=Dq^2/(2Kl)\). If also \(\alpha^2\ll2Kl/D\), the term \(v^2\sin^2q\) in the denominator can be dropped, and

\[
\operatorname{Re}\sigma\simeq\Omega G\alpha\,\frac{y}{(1+y)^2}.
\]

For \(G\alpha>0\) the maximum lies at \(y=1\) and equals \(\Omega G\alpha/4\). It no longer depends on \(K\): slower attachment lengthens the fastest wave without changing its rate, as long as \(l/(2K\tau)\ll1\) still holds. Beyond that, desorption of the excess lowers the rate; in the example below, a hundredfold smaller \(K\) would already more than halve it.

## Opposing contribution: imperfect permeability

At finite \(P\), driving a current through a step needs a density drop, which (1) gives as \(\Lambda J/D\) with \(\Lambda=D/(P+K/2)\). A step resists like an extra length \(\Lambda\) of terrace. To isolate the consequence, set \(G=0\) and work to first order in \(v\). In a uniform train the density rises by \(\Lambda J/D\) along each terrace and drops back at each step, so

\[
J=vc_{eq}-\frac{\Lambda J}{l}\quad\Rightarrow\quad J=\frac{vc_{eq}l}{l+\Lambda}.
\]

When widths vary slowly along the train, this holds locally. A wide terrace carries more current, because steps take up less of the path:

\[
\delta J_n=a\,\delta l_n,\qquad a=\frac{vc_{eq}\Lambda}{(l+\Lambda)^2}.
\]

From \(V_n=\Omega(J_{n-1}-J_n)\) follows \(\sigma=2\Omega a(1-\cos q)\simeq\Omega aq^2\). This is positive for step-down drift whatever the sign of \(G\), since it draws on the adatoms present at equilibrium. It is the ordinary drift instability, and as long as step motion can be neglected it does not reverse.

For \(\Lambda\ll l\) the result extends to all \(q\). Differences of the mean excess \(s_n\) at the steps drive a diffusive return current, \(\delta J_n=a\,\delta l_n-(D/l)(\delta s_{n+1}-\delta s_n)\), while \(2K\delta s_n=\delta J_{n-1}-\delta J_n\). Together they give \(B\,\delta s_n=2a(1-\cos q)\zeta\). The velocity is \(2K\Omega\,\delta s_n\), so the ordinary rate is multiplied by \(2K/B\). Adding (6) to first order in \(v\), with \(\sin^2q=(1-\cos q)(1+\cos q)\),

\[
\operatorname{Re}\sigma=\frac{2K\Omega v(1-\cos q)}{B}
\left\{\frac{2c_{eq}\Lambda}{l^2}+G\left[\frac{l}{3D}+\frac{1+\cos q}{B}\right]\right\}. \tag{8}
\]

Products of \(G\) and \(\Lambda\) are neglected. In growth both terms in the braces are positive. In pure sublimation, \(G=-c_{eq}/\tau\), they compete, and a mode reverses only if

\[
\Lambda<\frac{l^2}{\tau}\left[\frac{l}{6D}+\frac{1+\cos q}{2B}\right]. \tag{9}
\]

The bound falls from \((l^2/\tau)[1/(2K)+l/(6D)]\) for long waves to \(l^3/(6D\tau)\) for pairing, \(q=\pi\). "Highly permeable" is thus a comparison with terrace width and lifetime as well as with attachment.

## Weighing the contributions

Take rough parameters in the regime of Si(111) heated by direct current near 1450 K: \(D=5\times10^9\) nm²/s, \(K=10^6\) nm/s, \(P=2\times10^{10}\) nm/s, \(c_{eq}=1.5\) nm⁻², \(\tau=0.2\) s, \(\Omega=0.064\) nm² and \(l=2000\) nm. An effective charge of \(0.1e\) in 5 V/cm gives \(|v|=2001\) nm/s and \(|\alpha|=8.0\times10^{-4}\). Pure sublimation has \(G=-7.5\) nm⁻²s⁻¹. Growth at twice the equilibrium flux has \(G=+7.5\) nm⁻²s⁻¹, so the comparison changes only the sign of \(G\). The train moves at \(\Omega|G|l=0.48\times2000=960\) nm/s.

**One wide terrace.** Make one terrace 10 % wider, with perfectly permeable steps. For step-down drift in growth, its uphill step moves at 987.8234 nm/s and its downhill step at 987.8370 nm/s, so it widens by 0.0137 nm/s. In sublimation the velocities are −987.8234 and −987.8370 nm/s, and it closes at the same rate. Reversing the drift exchanges the two speeds.

The common rise of 27.8 nm/s shows the exchange at work. The extra 200 nm supplies \(0.48\times200=96\) nm/s of step motion in total. Without drift, the response falls by a factor \(r\) per step away from the terrace, where \(r+1/r-2=2Kl/D=0.8\), or \(r=0.42\). Each bounding step keeps \((1-r)/2=0.29\) of the total, which is 27.8 nm/s. The instability rests on a speed difference of about 14 parts per million of the step speed.

**The fastest mode.** By (7), exchange contributes \(1/(2K)=5.0\times10^{-7}\) s/nm and division \(l/(6D)=0.67\times10^{-7}\) s/nm, so exchange supplies 88 % of the long-wave rate. The fastest ideal mode has \(q=0.874\), about seven steps per wave. There \(1-\cos q=0.358\), \(B=3.79\times10^6\) nm/s, and the square bracket in (8) is \((1.33+4.33)\times10^{-7}\) s/nm. With \(\Lambda=0\),

\[
\operatorname{Re}\sigma=\frac{2\times10^6(0.48)(2001)(0.358)}{3.79\times10^6}\,(5.67\times10^{-7})
\simeq1.03\times10^{-4}\ \text{s}^{-1},
\]

a time of 2.7 h.

**Imperfect permeability.** Here \(\Lambda=0.25\) nm. The ordinary term \(2c_{eq}\Lambda/l^2\), divided by \(|G|\), is \(0.25\times10^{-7}\) s/nm. It adds 4.4 % to the rate in growth and removes as much in sublimation. The bound (9) is 11.3 nm for long waves and 1.33 nm for pairing, corresponding to \(P\) of about 44 and 370 cm/s; the example has 2000 cm/s. The long-wave changeover lies at 0.978 of the equilibrium flux: between there and equilibrium the crystal sublimates, yet step-down drift still bunches its steps. With \(P=0\), all else fixed and the steps treated as at rest, step-down drift destabilizes this mode at \(9.7\times10^{-3}\) s⁻¹ in growth and \(9.4\times10^{-3}\) s⁻¹ in sublimation. In this quasi-static comparison, permeability suppresses an effect some ninety times larger than the one it reveals. For impermeable steps, however, the approximation is poor at these parameters. A widening terrace must also be filled to the density \(c_{eq}\), which favours instability in growth and stability in sublimation. The drift seen from the moving steps, \(v-V\), acts the other way, but more weakly. With step motion included, the two rates become \(+2.7\times10^{-2}\) and \(-8.0\times10^{-3}\) s⁻¹. This is not the drift reversal: with step-up drift the rates are \(+8.2\times10^{-3}\) and \(-2.7\times10^{-2}\) s⁻¹, so for impermeable moving steps this mode is unstable in growth and stable in sublimation for either drift direction.

**Step motion.** The largest correction comes from the quasi-static assumption, since the steps move at 0.48 of the drift speed. Seen from the moving train, the drift is \(v-V\). The changing excess also stores atoms, adding roughly \(\sigma l\,\delta u\) to the balance at each step. To leading order \(\sigma l\simeq iV\sin q\,(2K/B)\), so the exchange term contains \(v-V(1-2K/B)\) in place of \(v\). The correction vanishes for long waves, where \(B\to2K\). At \(q=0.874\) it removes 23 % of the exchange term, or about 17 % of the rate. In the full moving-step solution, motion alone removes 26.9 % of the ideal rate in growth and 24.5 % in sublimation; the part beyond this estimate has not been separated into causes.

With desorption of the excess (−1 %), finite \(P\) and motion together, the unstable rates of this mode are \(7.9\times10^{-5}\) s⁻¹ for growth with step-down drift and \(7.2\times10^{-5}\) s⁻¹ for sublimation with step-up drift, or 3.5 and 3.9 h. The other two combinations remain stable at all 50 sampled values of \(q\) between 0.05 and \(\pi\).

**Repulsion and islands.** An elastic step repulsion of 0.02 eV nm changes the rate by only \(-2.5\times10^{-10}\) s⁻¹, though its influence must rise as steps crowd together. In growth the relative adatom excess is 0.005 at the steps. For a step energy \(\gamma=0.2\) eV/nm, the island barrier \(\pi\gamma^2\Omega/[k_BT\ln(1.005)]\) is about 103 \(k_BT\) there. At mid-terrace, where the excess reaches 0.0055, it is about 94 \(k_BT\), so island nucleation can be neglected.

**Beyond infinitesimal disturbances.** Equations (2) and (3) were also integrated for 16 perfectly permeable steps with about 1 % initial disorder, in units \(D=l=\Omega=1\), with \(K=|v|=0.5\) and \(|G|=1\). After time 20 the spread of widths had grown about sixfold for both combinations with \(Gv>0\), and had fallen to 0.23 of its initial value for both with \(Gv<0\).

## How far this carries to silicon

The temperature and the field are reasonable in size for hot Si(111). The sublimation rate of about half a layer per second is right only in order of magnitude: the vapour pressure of silicon at 1450 K, about \(3\times10^{-4}\) Pa, limits free sublimation to roughly a quarter of a layer per second. The effective charge is a rough value; being positive, it makes the drift follow the current. Its size matters because the sign rule for all \(q\) assumes steps slow compared with the drift. With \(0.01e\) the steps would move 4.8 times as fast as the drift. The largest unstable rate, with step motion included, would then be only about \(1.7\times10^{-6}\) s⁻¹, a time of about a week, and would lie near \(q=0.27\), for both combinations with \(Gv>0\). A strong flux has a similar effect: with \(0.1e\) and five times the equilibrium flux, step-down drift still destabilizes long waves in growth, but the mode \(q=0.874\) is stable. \(K\) and \(P\) are model choices, and they decide the outcome. The chosen \(P\) is extreme: \(\Lambda=0.25\) nm is shorter than one atomic hop of 0.38 nm, so the step is practically invisible to a crossing adatom. The terraces are very wide: 2000 nm means a miscut of only about 0.01°. At \(l=200\) nm with the other parameters fixed, the long-wave bound in (9) drops to \((4\times10^4/0.2)(5.07\times10^{-7})\simeq0.10\) nm, below \(\Lambda=0.25\) nm. Pure sublimation would then bunch under step-down drift, as growth does, and the reversal would be lost. For long waves this already happens below about 310 nm, a miscut of about 0.06°. The example therefore shows how permeability can produce a reversal, not that it is the cause on more steeply miscut silicon. Real steps also meander and have kinks, which this one-dimensional model omits; the size of that error is not determined here. The numerical output below gives further digits for the main example.

## Numbers as computed

```
temperature 1450 K, kT = 0.1250 eV
effective charge 0.1 e, field 5.0 V/cm
D = 5.0e-05 cm2/s, K = 0.10 cm/s, P = 2000 cm/s
ceq = 1.5 nm^-2, tau = 0.2 s, area per atom = 0.064 nm2
terrace width l = 2000 nm, sqrt(D tau) = 31623 nm
fluxes: sublimation 0, growth 15.0 nm^-2 s^-1
|G| = 7.50 nm^-2 s^-1 = 0.480 layers/s
drift speed |v| = 2000.8 nm/s, |alpha| = 8.003e-04
uphill share of terrace supply, v>0: 0.499933
uniform-train step speed = 960.00 nm/s
one terrace 10 % wider; speeds of uphill/downhill step, widening:
 growth down: 987.8234 987.8370 +0.01369 nm/s
 growth up  : 987.8370 987.8234 -0.01369 nm/s
 sublim down: -987.8234 -987.8370 -0.01369 nm/s
 sublim up  : -987.8370 -987.8234 +0.01369 nm/s
fastest mode q = 0.874, 7.19 steps per wave
its ideal rate 1.028e-04 1/s, time 9728 s = 2.70 h
slow-attachment limit (K/100): 9.610e-05 1/s; area*G*alpha/4 = 9.604e-05 1/s
rate of this mode (1/s): ideal; with desorption, finite P, motion:
 growth down: +1.028e-04  +7.863e-05
 growth up  : -1.028e-04  -1.339e-04
 sublim down: -1.028e-04  -1.224e-04
 sublim up  : +1.028e-04  +7.203e-05
successive change of rate in per cent of ideal (growth down, sublim up):
 growth down: desorption -1.05, finite P +4.42, motion -26.88
 sublim up: desorption -1.05, finite P -4.37, motion -24.50
impermeable, step-down: growth +9.653e-03, sublim +9.423e-03 1/s
step resistance length Lambda = 0.250 nm
long-wave limit: 11.30 nm (formula 11.33 nm), P = 44.2 cm/s
pairing limit: 1.335 nm (formula 1.333 nm), P = 374 cm/s
changeover at flux 0.9776 of the equilibrium flux
repulsion 0.02 eV nm changes the rate by -2.5e-10 1/s
relative adatom excess in growth = 0.0050
island barrier (step energy 0.2 eV/nm) = 103 kT
step speed / drift speed = 0.480
scaled tests: velocity reversal error 2.2e-07, with P=1 0.081
errors: width law 7.5e-04, dispersion 2.7e-04, moving steps 3.0e-05
width-spread factor, scaled train: growth down/up, sublim down/up:
 5.945, 0.234, 0.234, 5.977
```
